# Coulomb and Gaunt Operators under the Free-Particle Foldy-Wouthuysen Transformation

**Q.** A four-component calculation uses $1/r_{12}$ between Dirac electrons. Why not keep $1/r_{12}$ when I go to two components?

**A.** Because the two-component function is not the upper half of the Dirac function. It is obtained by a momentum-dependent unitary transformation, and the interaction must be transformed with it. In atomic units a free electron has
$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2 ,\qquad E=c\sqrt{p^2+c^2}.$$
Put $X=\beta\,\boldsymbol\alpha\cdot\hat{\mathbf p}$. Since $\beta$ anticommutes with $\boldsymbol\alpha$, $X^2=-1$, and
$$U=e^{\theta X}=\cos\theta+X\sin\theta$$
is unitary. $X$ also anticommutes with $h$, so $hU^\dagger=Uh$ and $UhU^\dagger=U^2h$. With $X\,\boldsymbol\alpha\cdot\hat{\mathbf p}=\beta$ and $X\beta=-\boldsymbol\alpha\cdot\hat{\mathbf p}$,
$$U^2h=\beta(c^2\cos2\theta+cp\sin2\theta)+\boldsymbol\alpha\cdot\hat{\mathbf p}\,(cp\cos2\theta-c^2\sin2\theta).$$
The second term, which couples upper and lower components, vanishes for $\tan2\theta=p/c$. Then $\cos2\theta=c^2/E$, $\sin2\theta=cp/E$ and $UhU^\dagger=\beta E$. The half-angle formulas give
$$A\equiv\cos\theta=\sqrt{\frac{E+c^2}{2E}},\qquad \tan\theta=Kp,\quad K=\frac{c}{E+c^2},$$
so $U=A(1+\beta K\boldsymbol\alpha\cdot\mathbf p)$. These are the kinematic factors.

**Q.** What do they do to the interaction?

**A.** Transform back a state with positive energy:
$$U^\dagger\binom{\varphi}{0}=A(1-\beta K\boldsymbol\alpha\cdot\mathbf p)\binom{\varphi}{0}=\binom{A\varphi}{RA\varphi},\qquad R=\boldsymbol\sigma\cdot\mathbf P,\quad \mathbf P=K\mathbf p .$$
The sign turns positive because $\beta=-1$ on the lower component. For two electrons, with $g=1/r_{12}$, the Coulomb operator is diagonal in upper and lower components, so
$$V_C=A_1A_2\,[\,g+R_1gR_1+R_2gR_2+R_1R_2\,g\,R_1R_2\,]\,A_1A_2 .$$
The Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ exchanges upper and lower components of both electrons:
$$V_G=-A_1A_2\sum_i[\sigma_{1i}\sigma_{2i}\,g\,R_1R_2+R_1\sigma_{1i}\sigma_{2i}\,g\,R_2+R_2\sigma_{1i}\sigma_{2i}\,g\,R_1+R_1R_2\,g\,\sigma_{1i}\sigma_{2i}]A_1A_2 .$$
These are the first-order Douglas-Kroll two-electron terms: first order in the interaction, both electrons kept in positive-energy states.

**Q.** In an atom there is also a nucleus. Douglas-Kroll theory continues with a second transformation that depends on its potential. Have you dropped something of the same size?

**A.** Not at order $c^{-2}$. After the first step, the part of the external potential that couples positive to negative energies is a commutator with $R$, of order $c^{-1}$. Removing it costs a division by about $2c^2$, so the next generator is of order $c^{-3}$. It acts on the part of the interaction that flips one electron between energy signs. That part is of order $c^{-1}$ for Coulomb. It is also $c^{-1}$ for Gaunt, where one $\boldsymbol\alpha$ flips at order one and the other stays in the positive block at order $c^{-1}$. The product is of order $c^{-4}$. This is a count in powers of $1/c$. For an inner shell, with momenta of order $Z$ and potential of order $Z^2$, the dropped term is smaller than the $c^{-2}$ terms only by a factor of order $(Z/c)^2$, which is not small in the core of a heavy atom.

**Q.** The operator forms hide the physics. Can you give something I can read?

**A.** Use plane waves. Let primes mark final momenta and
$$\mathbf q=\mathbf p_1'-\mathbf p_1=\mathbf p_2-\mathbf p_2',\qquad \tilde f(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)\,d^3r,\quad \mathbf r=\mathbf r_1-\mathbf r_2 .$$
Then $g$ becomes $4\pi/q^2$, and each $R$ takes the momentum on its own side. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
$$(\boldsymbol\sigma\cdot\mathbf P')(\boldsymbol\sigma\cdot\mathbf P)=\mathbf P'\cdot\mathbf P+i\boldsymbol\sigma\cdot(\mathbf P'\times\mathbf P).$$
The four Coulomb terms factorize:
$$V_C=\frac{4\pi}{q^2}A_1'A_1A_2'A_2\prod_{n=1,2}\left[1+\mathbf P_n'\cdot\mathbf P_n+i\boldsymbol\sigma_n\cdot(\mathbf P_n'\times\mathbf P_n)\right].$$
For the Gaunt term each electron supplies the current
$$\mathbf J=\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf P)+(\boldsymbol\sigma\cdot\mathbf P')\boldsymbol\sigma .$$
The first product is $\mathbf P-i\boldsymbol\sigma\times\mathbf P$, the second $\mathbf P'+i\boldsymbol\sigma\times\mathbf P'$. Hence
$$\mathbf J=\mathbf P+\mathbf P'+i\boldsymbol\sigma\times(\mathbf P'-\mathbf P),\qquad V_G=-\frac{4\pi}{q^2}A_1'A_1A_2'A_2\,\mathbf J_1\cdot\mathbf J_2 .$$
The first part of $\mathbf J$ is the convection current, the second the magnetization current of the spin. Both kernels agree with direct transformation of the Dirac matrices to rounding error, for momenta from about $0.1c$ to $10c$.

**Q.** What happens at very high momentum? Products of momenta usually mean trouble there.

**A.** The kinematic factors prevent it. For $p\gg c$, $A\to1/\sqrt2$ and $Kp\to1$. One Coulomb factor, with its two $A$'s, becomes
$$\tfrac12[1+\cos\vartheta+i\sin\vartheta\,\boldsymbol\sigma\cdot\mathbf n],$$
where $\vartheta$ is the scattering angle and $\mathbf n$ a unit vector. Its modulus is $\tfrac12\sqrt{(1+\cos\vartheta)^2+\sin^2\vartheta}=\cos(\vartheta/2)$, so backward scattering is suppressed.

A bound holds at any momentum. The Coulomb spin matrix multiplying $4\pi/q^2$ is a block of a unitary matrix, so its norm is at most 1. The Gaunt matrix is a block of $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ between unitary matrices. Writing $\alpha_i=\gamma_5\Sigma_i$, that operator is $\gamma_5^{(1)}\gamma_5^{(2)}\,\boldsymbol\Sigma_1\cdot\boldsymbol\Sigma_2$ with eigenvalues $\pm1,\pm3$, so the norm is at most 3.

**Q.** Now the other end. Do I get Breit-Pauli back from the Coulomb kernel?

**A.** Expand for $p\ll c$. From $E\approx c^2+p^2/2$, $A^2=\tfrac12(1+c^2/E)\approx1-p^2/4c^2$, thus
$$A\approx1-\frac{p^2}{8c^2},\qquad K\approx\frac1{2c}.$$
For electron 1 the Coulomb factor is
$$1-\frac{p_1'^2+p_1^2-2\mathbf p_1'\cdot\mathbf p_1}{8c^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf p_1'\times\mathbf p_1)}{4c^2}
=1-\frac{q^2}{8c^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{4c^2}.$$
The normalization factors $A$ are needed here: they complete the square that gives $q^2$. Electron 2 has the same form with $\mathbf q\to-\mathbf q$. Multiplying by $4\pi/q^2$ and keeping order $c^{-2}$,
$$V_C\approx\frac{4\pi}{q^2}-\frac{\pi}{c^2}+\frac{i\pi}{c^2q^2}\left[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)\right].$$
To return to position space, note that a gradient becomes $i\mathbf q$. As $\nabla(1/r)=-\mathbf r/r^3$,
$$\frac{\mathbf r}{r^3}\leftrightarrow-\frac{4\pi i\,\mathbf q}{q^2}.$$
With $\mathbf s=\boldsymbol\sigma/2$,
$$V_C\approx\frac1r-\frac{\pi}{c^2}\delta(\mathbf r)-\frac{1}{2c^2r^3}\left[\mathbf s_1\cdot(\mathbf r\times\mathbf p_1)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_2)\right].$$
These are the two-electron Darwin term and the spin-same-orbit term. The latter couples each spin to its own motion in the electric field of the other electron.

**Q.** And the Gaunt kernel?

**A.** It already carries $1/c^2$ through the two currents, so set $A=1$, $\mathbf P=\mathbf p/2c$:
$$V_G\approx-\frac{\pi}{c^2q^2}(\mathbf p_1+\mathbf p_1'+i\boldsymbol\sigma_1\times\mathbf q)\cdot(\mathbf p_2+\mathbf p_2'-i\boldsymbol\sigma_2\times\mathbf q).$$
Take first the products of one spin current with one convection current. Because $\mathbf p_2+\mathbf p_2'=2\mathbf p_2-\mathbf q$ and $(\boldsymbol\sigma_1\times\mathbf q)\cdot\mathbf q=0$, the spin of electron 1 gives
$$-\frac{2\pi i}{c^2q^2}\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)\;\leftrightarrow\;\frac{1}{c^2}\frac{\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)}{r^3}.$$
The spin of electron 2 gives likewise $-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)/(c^2r^3)$; the sign differs because $\mathbf r$ points from 2 to 1. This is spin-other-orbit coupling, a spin in the magnetic field of the other electron's motion.

The product of the spin currents is
$$-\frac{\pi}{c^2q^2}(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)=\frac{\pi}{c^2}\sum_{ij}\sigma_{1i}\sigma_{2j}\left[\left(\hat q_i\hat q_j-\tfrac13\delta_{ij}\right)-\tfrac23\delta_{ij}\right].$$
The required transform follows from
$$\partial_i\partial_j\frac1r=\frac{3\hat r_i\hat r_j-\delta_{ij}}{r^3}-\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r)\leftrightarrow-4\pi\hat q_i\hat q_j ,$$
that is, $(\delta_{ij}-3\hat r_i\hat r_j)/r^3\leftrightarrow4\pi(\hat q_i\hat q_j-\delta_{ij}/3)$. The spin-spin operator is therefore
$$\frac1{c^2}\left[\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\hat{\mathbf r})(\mathbf s_2\cdot\hat{\mathbf r})}{r^3}-\frac{8\pi}{3}\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)\right].$$

**Q.** You left out the product of the two convection currents. Is it the Breit-Pauli orbit-orbit term?

**A.** No. Coulomb plus Gaunt does not contain the full orbit-orbit term. What it gives is
$$-\frac{\pi}{c^2q^2}(\mathbf p_1+\mathbf p_1')\cdot(\mathbf p_2+\mathbf p_2').$$
The full Breit operator is $-\sum_{ij}\alpha_{1i}\alpha_{2j}(\delta_{ij}+\hat r_i\hat r_j)/2r$. To transform it, start from $\nabla^2r=2/r$, which gives $r\leftrightarrow-8\pi/q^4$. Then $\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r\leftrightarrow8\pi q_iq_j/q^4$. Subtracting half of this from $\delta_{ij}/r$,
$$\frac{\delta_{ij}+\hat r_i\hat r_j}{2r}\leftrightarrow\frac{4\pi}{q^2}(\delta_{ij}-\hat q_i\hat q_j).$$
So Breit equals Gaunt plus the gauge part $(4\pi/q^4)(\boldsymbol\alpha_1\cdot\mathbf q)(\boldsymbol\alpha_2\cdot\mathbf q)$.

**Q.** Could that extra part also spoil the spin terms you have just found?

**A.** Not at this order. For electron 1, $c\,\boldsymbol\alpha_1\cdot\mathbf q=h(\mathbf p_1')-h(\mathbf p_1)$. After transformation its positive-energy block is $E_1'-E_1$ times the charge factor of the Coulomb kernel. To leading order that factor is 1 and the energy difference is $(p_1'^2-p_1^2)/2$, with no spin. For electron 2, $\mathbf q=\mathbf p_2-\mathbf p_2'$ reverses the difference. The gauge part is then
$$\frac{\pi}{c^2q^4}(p_1'^2-p_1^2)(p_2^2-p_2'^2)=\frac{\pi}{c^2q^4}\left[(\mathbf p_1+\mathbf p_1')\cdot\mathbf q\right]\left[(\mathbf p_2+\mathbf p_2')\cdot\mathbf q\right].$$
Added to the convection term, it removes the components along $\mathbf q$. With $\mathbf p_1+\mathbf p_1'=2\mathbf p_1+\mathbf q$ and $\mathbf p_2+\mathbf p_2'=2\mathbf p_2-\mathbf q$, the pieces $\pm\mathbf q$ drop out, leaving
$$-\frac{4\pi}{c^2q^2}\sum_{ij}p_{1i}(\delta_{ij}-\hat q_i\hat q_j)p_{2j}\leftrightarrow-\frac1{2c^2r}\left[\mathbf p_1\cdot\mathbf p_2+\hat{\mathbf r}\cdot(\hat{\mathbf r}\cdot\mathbf p_1)\mathbf p_2\right],$$
the usual orbit-orbit operator, with functions of $\mathbf r$ to the left of both momenta.

The neglected terms in the kernels should fall as the square of the momenta. When all momenta are halved, from a scale of $0.02c$ to $0.01c$, the residuals fall by factors of 3.998 for Coulomb, Gaunt, the gauge part and the full magnetic sum.

**Q.** If Gaunt is this tame, may I put it into a Dirac calculation and let it act to second order, with negative-energy states included?

**A.** That changes the answer at order $c^{-2}$. At low momentum $U\to1$, and $\boldsymbol\alpha$ connects upper to lower components as $\boldsymbol\sigma$. The Gaunt coupling from two positive- to two negative-energy electrons thus tends to $-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2/r_{12}$, without a factor $1/c$. Its square over an energy gap near $4c^2$ is of order $c^{-2}$, like the Breit-Pauli terms, but is not among them. The positive-energy projection is thus part of the statement.

**Q.** I would like to see when the expansion fails. Choose a case in which I can follow the numbers.

**A.** Put two electrons in a singlet in one orbital $\propto e^{-ar^2}$, prescribed in the transformed picture. This is a model for the interaction operators alone: the orbital does not relax, and kinetic and nuclear energies are absent.

The rms radius $s$ obeys $s^2=3/4a$, and the rms momentum is $\sqrt{3a}$. Each density is $\propto e^{-2ar^2}$, so the separation $\mathbf r$ has density $(a/\pi)^{3/2}e^{-ar^2}$. Therefore
$$\langle1/r\rangle=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a}=2\sqrt{\frac a\pi},\qquad\langle\delta(\mathbf r)\rangle=\left(\frac a\pi\right)^{3/2}.$$
In this spherical singlet the spin-orbit, orbit-orbit and dipolar terms average to zero. With $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$, Breit-Pauli leaves
$$\Delta_C=-\frac\pi{c^2}\left(\frac a\pi\right)^{3/2},\qquad \Delta_G=+\frac{2\pi}{c^2}\left(\frac a\pi\right)^{3/2}.$$

**Q.** And with the full kernels?

**A.** Write $\mathbf p=\mathbf k-\mathbf q/2$, $\mathbf p'=\mathbf k+\mathbf q/2$ and integrate over $\mathbf k$ for each electron. The spin-orbit part contains $\mathbf p'\times\mathbf p=\mathbf q\times\mathbf k$ and integrates to zero. So does $\mathbf P+\mathbf P'$, which is odd under $\mathbf k\to-\mathbf k$. What remains is
$$F(q)=\int\!\varphi'\varphi A'A(1+\mathbf P'\cdot\mathbf P)\,d^3k,\qquad G(q)=\int\!\varphi'\varphi A'A(\mathbf P'-\mathbf P)\cdot\hat{\mathbf q}\,d^3k .$$
The currents are $iG\boldsymbol\sigma_1\times\hat{\mathbf q}$ and $-iG\boldsymbol\sigma_2\times\hat{\mathbf q}$. In the singlet, $-\mathbf J_1\cdot\mathbf J_2$ averages to $-G^2(-3+1)=2G^2$. Since $\int d^3q/(2\pi)^3\,(4\pi/q^2)=(2/\pi)\int dq$,
$$E_C=\frac2\pi\int_0^\infty F^2\,dq,\qquad E_G=\frac4\pi\int_0^\infty G^2\,dq .$$
Both currents are perpendicular to $\mathbf q$, so the gauge part vanishes here and Gaunt equals Breit. At low momentum $G=(q/2c)e^{-q^2/8a}$, and the integral returns $\Delta_G$.

**Q.** Put in a size.

**A.** Take $s=0.02$ Å. Then $a=0.75/0.02^2=1875$ Å$^{-2}$, and the rms momentum is $\sqrt{5625}=75$ Å$^{-1}$, or $0.2896c$. In eV and Å, the unit of $1/r$ is $27.2114\times0.529177=14.400$ eV Å, so the bare repulsion is
$$14.400\times2\sqrt{1875/\pi}=14.400\times48.86=703.6\ \text{eV}.$$
The Darwin term relative to this is $-a/2c^2=-(p_{\rm rms}/c)^2/6=-0.01398$, or $-9.84$ eV. The spin contact term is twice as large and positive, $+19.67$ eV.

The full kernels give $-8.69$ eV and $+17.14$ eV. Relative to Breit-Pauli, the corrections are smaller in magnitude by 11.6% and 12.9%. Their sum is $+8.45$ eV ($0.3104$ hartree), against $+9.84$ eV from Breit-Pauli. Densities and currents built from the four-component spinor in position space give the same full energies.

**Q.** Thirteen percent seems a lot when $A=0.990$ and $2cK=0.980$ at the rms momentum.

**A.** Both factors act repeatedly. Each electron contributes $A^2\,2cK\approx0.961$ to the Gaunt amplitude, and the product for two electrons is $0.923$, a reduction of about 8%. To see what this estimate misses, expand to relative order $c^{-2}$, with $2cK\approx1-p^2/4c^2$. From $p^2+p'^2=2k^2+q^2/2$ and $(p'^2\mathbf p'-p^2\mathbf p)\cdot\hat{\mathbf q}=q(k^2+q^2/4)+2q(\mathbf k\cdot\hat{\mathbf q})^2$, and with $\langle k^2\rangle=3a$, $\langle(\mathbf k\cdot\hat{\mathbf q})^2\rangle=a$ for the weight $e^{-k^2/2a}$,
$$G\approx\frac{q}{2c}e^{-q^2/8a}\left[1-\frac{2a+q^2/8}{c^2}\right].$$
In $E_G$ the weight $q^2e^{-q^2/4a}$ gives $\langle q^2\rangle=6a$, so the energy falls by $(4a+1.5a)/c^2=5.5a/c^2$ relative to Breit-Pauli. The $k^2$ terms give $3a/c^2$, which is the frozen estimate. The $(\mathbf k\cdot\hat{\mathbf q})^2$ term adds $a/c^2$, because the slope of $Kp$ lies below $K$. The $q^2$ terms add $1.5a/c^2$, because the integrand samples momenta above the rms value. At 0.2 Å the formula gives 0.154%, against 0.153% computed. At 0.02 Å it gives 15%, and higher orders bring this down to 12.9%.

**Q.** Where would you stop trusting Breit-Pauli?

**A.** That depends on the accuracy wanted. In this model the full corrections are smaller in magnitude than the Breit-Pauli ones by about 0.6% of the Breit-Pauli value at 0.1 Å, where $p_{\rm rms}=0.058c$, and by roughly a third of it at 0.01 Å, where $p_{\rm rms}=0.58c$. Between 0.2 and 0.1 Å the relative deviation grows by 3.97 for Coulomb and 3.98 for Gaunt, close to the factor 4 of a quadratic law.

At 0.002 Å the failure is qualitative. The bare repulsion is 7036 eV and the Breit-Pauli Darwin term is $-9836$ eV, so the Coulomb energy would be negative. That is impossible, because $1/r_{12}$ is a positive operator and the transformation only re-expresses its expectation value. The full correction is $-1148$ eV, leaving 5887 eV. The Breit-Pauli terms scale as $s^{-3}$ and the bare repulsion as $s^{-1}$, so the expansion must fail for a compact enough orbital. The full energies stay below a fixed multiple of the bare repulsion. The norm bound gives $|F|\le\int\varphi'\varphi\,d^3k=e^{-q^2/8a}$, so $E_C\le2\sqrt{a/\pi}$. Since $|\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2|\le3$, also $|E_G|\le3E_C$. In between, the full Coulomb and Gaunt corrections fall short of the Breit-Pauli values by 2.2% and 2.4% at 0.05 Å and by 61% and 67% at 0.005 Å.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
hartree = 27.211386 eV; bohr = 0.52917721 angstrom
largest kernel error, direct vs formula = 3.3e-16 (relative)
largest Fourier-pair error = 1.8e-13 a.u.
residual ratio on halving momenta (4 expected):
  Coulomb, Gaunt, gauge, Gaunt+gauge = 3.9978 3.9979 3.9980 3.9980
position vs momentum road, relative difference = 5.0e-14
main case: rms radius = 0.02 angstrom
  Gaussian exponent a = 1875.000 angstrom^-2
  rms momentum = 75.0000 angstrom^-1
  rms momentum / c = 0.28962
  at rms momentum: A = 0.990083, 2cK = 0.979866
  singlet spin factor of Gaunt term = 2.0000
  bare Coulomb energy = 703.5703 eV
  Coulomb correction, Breit-Pauli = -9.8358 eV
  Coulomb correction, full kernel = -8.6949 eV
  Gaunt energy, Breit-Pauli = 19.6717 eV
  Gaunt energy, full kernel = 17.1414 eV
  sum of corrections, Breit-Pauli = 9.8358 eV
  sum of corrections, full kernel = 8.4465 eV = 0.310405 hartree
table: radius (angstrom), p_rms/c, then energies in eV:
  bare, Coulomb corr. BP, Coulomb corr. full, Gaunt BP, Gaunt full
  0.200  0.02896     70.35703     -0.00984     -0.00982      0.01967      0.01964
  0.100  0.05792    140.71406     -0.07869     -0.07825      0.15737      0.15641
  0.050  0.11585    281.42812     -0.62949     -0.61588      1.25899      1.22898
  0.020  0.28962    703.57029     -9.83585     -8.69486     19.67169     17.14141
  0.010  0.57924   1407.14059    -78.68676    -53.54881    157.37353    101.42394
  0.005  1.15848   2814.28118   -629.49411   -245.37507   1258.98821    417.88354
  0.002  2.89619   7035.70295  -9835.84543  -1148.40419  19671.69086   1542.07181
full/BP - 1 in percent: radius (angstrom), Coulomb corr., Gaunt
  0.200    -0.139    -0.153
  0.100    -0.554    -0.610
  0.050    -2.162    -2.383
  0.020   -11.600   -12.863
  0.010   -31.947   -35.552
  0.005   -61.020   -66.808
  0.002   -88.324   -92.161
deviation ratio, 0.1 vs 0.2 angstrom: Coulomb 3.9742, Gaunt 3.9757
```
